# Apparent emissivity of a hot wafer facing a diffuse reflector

## Problem

In a lamp-heated rapid thermal anneal, a wafer at $T=1300$ K (1027 °C) faces a cold, diffusely reflecting plate across a narrow gap. A pyrometer looks at the wafer through a small hole in the plate and records light of wavelength $\lambda=950$ nm. At this wavelength the wafer is opaque, with emissivity $e=0.7$, and the plate has reflectivity $R=0.95$.

(a) The *effective emissivity* $e_{\rm eff}$ is the radiance leaving the wafer divided by the radiance of a blackbody at the wafer's temperature. What is it?

(b) What temperature does a pyrometer show if it takes the wafer for a blackbody, with and without the plate?

(c) The pyrometer is calibrated on this wafer and then used, with its setting unchanged, on a wafer of emissivity 0.6 at the same temperature. How far does the reading move?

(d) Which assumptions matter most?

For the basic model, take both surfaces as uniform and very wide compared with the gap, and the hole as very small compared with the gap. The wafer scatters diffusely, and its emissivity is independent of angle. No lamp light enters the gap.

**Conventions.** All radiances are at the wavelength $\lambda$ and are divided by the blackbody radiance $B(T)$ of the wafer. Let $J$ be the radiance leaving the wafer, so that $J=e_{\rm eff}$. Let $G$ be the irradiance falling on the wafer, divided by $\pi$. The factor $\pi$ is chosen because a uniform radiance $L$ arriving from a whole hemisphere gives the irradiance

$$\int_0^{2\pi}\!d\phi\int_0^{\pi/2}L\cos\theta\,\sin\theta\,d\theta=2\pi L\cdot\tfrac12=\pi L .$$

With this convention, uniform surroundings of radiance $L$ give simply $G=L$.

## First estimate by scaling

If the wafer were inside a closed isothermal cavity, the incoming light would be $G=1$. The wafer would emit $e$ and reflect $1-e$, which add up to a blackbody. The plate spoils this by absorbing a fraction $1-R$ of the light it receives. If the light leaving the wafer is near 1, the light coming back is near $R$, so it is short by about $1-R$. The wafer reflects a fraction $1-e$ of what arrives, so the shortfall in $J$ is roughly

$$1-e_{\rm eff}\sim(1-e)(1-R)=0.3\times0.05=0.015 .$$

The estimate is $e_{\rm eff}\approx0.985$.

To turn this into a temperature, use Wien's form of the blackbody radiance, $B\propto e^{-c_2/\lambda T}$, with $c_2=hc/k_B=0.014388$ m K. It holds when $c_2/\lambda T\gg1$; here $c_2/\lambda T=11.65$. Differentiating the logarithm gives

$$\frac{d\ln B}{d\ln T}=\frac{c_2}{\lambda T}=11.65 .$$

A small relative loss of signal therefore lowers the reading by a relative amount 11.65 times smaller. For a loss of 0.015 the reading falls by about $1300\times0.015/11.65\approx1.7$ K.

## Exact solution of the model

**Light balance.** An opaque surface absorbs whatever it does not reflect, and by Kirchhoff's law its absorptivity equals its emissivity. The wafer's reflectivity is therefore $1-e$. The light leaving it is the sum of emission and reflection:

$$J=e+(1-e)G .$$

The plate receives uniform radiance $J$ from the wide wafer and returns a fraction $R$. Its own emission is neglected for now. Hence

$$G=RJ .$$

Substituting the second equation into the first gives $J=e+R(1-e)J$. Collecting the terms in $J$ gives $J[1-R(1-e)]=e$, so

$$\boxed{e_{\rm eff}=\frac{e}{1-R(1-e)}}=\frac{0.7}{1-0.285}=\frac{0.7}{0.715}=0.979 .$$

**The same result, bounce by bounce.** Emitted light contributes $e$. After one round trip, a fraction $q=R(1-e)=0.285$ of it leaves the wafer again, after two trips $q^2$, and so on. The geometric series is

$$e\,(1+q+q^2+\dots)=\frac{e}{1-q},$$

in agreement with the balance. Its first four partial sums are 0.700, 0.900, 0.956 and 0.973, so a few reflections supply most of the increase.

The wafer's surface property is still $e=0.7$. What has risen is the total of emitted and reflected light. The wafer in fact loses less energy in this wavelength band than it would without the plate at the same temperature. Its net loss is

$$J-G=J-RJ=(1-R)J=0.05\times0.979=0.049,$$

against 0.7 for an open wafer with dark surroundings. The full heat balance would need all wavelengths and the lamps.

**Temperature reading.** A pyrometer set to emissivity 1 shows the temperature $T_a$ at which a blackbody would give the same signal, $B(T_a)=e_{\rm eff}B(T)$. Taking logarithms in Wien's form gives

$$-\frac{c_2}{\lambda T_a}=\ln e_{\rm eff}-\frac{c_2}{\lambda T}
\quad\Longrightarrow\quad
\frac1{T_a}=\frac1T+\frac{\lambda}{c_2}\ln\frac1{e_{\rm eff}} .$$

Multiplying by $c_2/\lambda$ and solving for $T_a$ gives, with the plate,

$$T_a=1300\ \text{K}\times\frac{11.650}{11.650+0.0212}=1297.6\ \text{K}.$$

For the open wafer, $e$ replaces $e_{\rm eff}$ and $\ln(1/0.7)=0.357$, so $T_a=1261.4$ K. The plate reduces the error from $-38.6$ K to $-2.4$ K. Numerical inversion of the full Planck law agrees with Wien's form to within 0.001 K in both cases.

**A wafer of different emissivity.** Write the denominator as $1-R+Re$. Then $\ln e_{\rm eff}=\ln e-\ln(1-R+Re)$, and

$$\frac{d\ln e_{\rm eff}}{d\ln e}=1-\frac{Re}{1-R+Re}=\frac{1-R}{1-R(1-e)}=\frac{0.05}{0.715}=0.070 .$$

A small relative change in $e$ reaches the signal reduced to 7% of its size. For an open wafer this derivative is 1.

For the finite change in part (c), the effective emissivity falls to $0.6/(1-0.95\times0.4)=0.6/0.62=0.968$. The pyrometer still divides by its old setting, 0.979 with the plate or 0.7 without it. In the Wien formula the logarithm is then that of the setting divided by the true value. The reading moves by $-1.3$ K with the plate and by $-17.0$ K without it.

## Comparison of estimate and solution

Subtracting the solution from 1 gives the true shortfall:

$$1-e_{\rm eff}=\frac{1-R(1-e)-e}{1-R(1-e)}=\frac{(1-e)(1-R)}{1-R(1-e)}=\frac{0.015}{0.715}=0.021 .$$

The numerator is the scaling estimate. The estimate is too small by the factor $1/0.715=1.40$, and the temperature error of 1.7 K becomes 2.4 K by nearly the same factor. The reason is that the estimate let the plate receive a full blackbody radiance. The light it receives is itself short by $\delta=1-e_{\rm eff}$, and a fraction $R(1-e)$ of that deficit comes back:

$$\delta=(1-e)(1-R)+R(1-e)\,\delta .$$

Solving for $\delta$ restores the denominator. The estimate is thus good when $R(1-e)\ll1$. For a wafer with $e=0.3$ it gives a shortfall of 0.035, while the solution gives 0.104, three times as much.

The limits show when the plate helps:

- For $R\to0$, $e_{\rm eff}\to e$: nothing returns.
- For $R\to1$ at fixed $e>0$, $e_{\rm eff}\to1$: no light is lost.
- For $e\ll1-R$, the denominator tends to $1-R$ and $e_{\rm eff}\approx e/(1-R)$. The signal is amplified, but it is again proportional to $e$, and the tolerance to unknown emissivity is gone.

At $R=0.95$ the reading errors for $e=0.9$, 0.5 and 0.3 are $-0.6$, $-5.4$ and $-12.2$ K.

## How far the assumptions can be trusted

**Edge and hole.** Take a wafer and plate of radius $a=150$ mm, a gap $d=10$ mm and a hole of radius $b=1$ mm. Seen from the wafer's centre, a coaxial disc that reaches out to angle $\theta_m$ supplies the fraction $\int_0^{\theta_m}2\sin\theta\cos\theta\,d\theta=\sin^2\theta_m$ of the irradiance from uniform surroundings. The fraction missing beyond the plate's edge is therefore $d^2/(a^2+d^2)=0.0044$, and the fraction missing at the hole is $b^2/(b^2+d^2)=0.0099$.

For finite discs, $J$ and $G$ vary with position. Two facing surface elements a distance $\ell$ apart see each other at the angle $\cos\theta=d/\ell$, so an element $dA$ of radiance $L$ contributes $L\cos^2\theta\,dA/(\pi\ell^2)=L\,d^2dA/(\pi\ell^4)$ to $G$. Applying this to both surfaces, with dark surroundings beyond the edge, and solving numerically gives $e_{\rm eff}=0.9750$ at the centre without the hole and 0.9721 with it. Together, edge and hole lower the reading by a further 0.8 K. Without the hole, the deviation from the boxed formula falls by a factor of 4.1 when the gap is halved from 5 to 2.5 mm, close to the square law suggested by the missing fraction.

An independent value comes from sending random rays backwards from the pyrometer. By reciprocity, the fraction that the wafer absorbs is its effective emissivity in that direction. The result is $0.9718\pm0.0002$, two standard errors below the disc solution and inside the four allowed in the test.

**A mirror-like wafer.** As long as no lamp light enters the gap, this is the largest effect examined here. Viewed along its normal, a mirror-like wafer reflects the image of the dark viewing hole into the pyrometer. The reflected part is then missing, and $J=e$, however diffuse the plate may be. Ray tracing gives 0.699 for this case, and the reading drops by 36 K relative to the basic model. If the view is tilted by 11°, the mirror image falls on the bright plate, and the traced value is 0.975, with edge and hole losses included.

**Stray lamp light.** Let lamp light add $S$ to the irradiance, so that $G=RJ+S$. Then $J=e+(1-e)(RJ+S)$, and

$$J=\frac{e+(1-e)S}{1-R(1-e)} .$$

At 950 nm, a blackbody at a lamp temperature of 3000 K is 741 times as bright as one at 1300 K. Let $f$ be the lamp irradiance reaching the gap side of the wafer, as a fraction of what such a blackbody filling its view would give. Then $S=741f$, and $f=2.8\times10^{-5}$ already raises the reading by 1 K. For light crossing at right angles, an absorbing barrier between lamps and gap that lets through only this fraction has the optical thickness $\ln(1/f)=10.5$. Oblique light has a longer path in the barrier and is weakened more. Light coming through the wafer itself is more harmful, because it joins $J$ directly, without the factor $1-e$ that multiplies $S$. If the lamps fill the view behind the wafer, the transmission that raises the reading by 1 K is then $(1-e)f=8.5\times10^{-6}$. Staying below it takes an optical thickness of the wafer above $\ln[1/((1-e)f)]=11.7$, with surface reflections and the longer oblique paths ignored. The plate's own emission enters in the same way, with $S=(1-R)B(400\ \text{K})/B(1300\ \text{K})$ for a plate at 400 K. It adds about $10^{-13}$ to $J$ and can be dropped.

**The real case.** The temperatures, wavelength and dimensions used here are rough values for a lamp-heated anneal, not data for a particular machine. A polished wafer reflects like a mirror, so the diffuse-wafer assumption is the one to question first. For a narrow view along the normal it can cost up to the 36 K found above; a tilted view avoids most of that loss in this model, provided the reflected ray misses the hole. For a ray through the hole's centre, tilted by $\theta$ from the normal, this requires $2d\tan\theta>b$. Plates also age. If $R$ falls to 0.90 while the pyrometer setting stays fixed at 1, $e_{\rm eff}$ becomes $0.7/0.73=0.959$ and the reading falls by another 2.3 K. The effective emissivity between 0.97 and 0.98 found here thus describes the centre of this wafer together with a clean, diffusely reflecting plate, a dark lamp side, a suitable viewing direction, a gap of 10 mm and a hole of 1 mm radius. A mirror-like plate, as many machines have, is not covered by these numbers. Nearer the wafer's edge, or with a wider gap, more light escapes past the edge and the value is lower. Narrowing the gap without shrinking the hole can do harm: at $d=5$ mm the hole of radius 1 mm already removes the fraction $1/26=0.038$ of the irradiance at the point facing it. The numerical output below lists the values used.

## Values computed for the example and the checks

```
wafer emissivity e: 0.70
reflector reflectivity R: 0.95
wafer temperature: 1300 K
pyrometer wavelength: 950 nm
wafer radius, gap, hole radius: 150, 10, 1 mm
reflector, lamp temperature: 400, 3000 K
round-trip factor R(1-e): 0.2850
denominator 1-R(1-e): 0.7150
sum of first 1 terms: 0.70000
sum of first 2 terms: 0.89950
sum of first 3 terms: 0.95636
sum of first 4 terms: 0.97256
effective emissivity: 0.97902
shortfall from blackbody: 0.02098
incoming light G / B: 0.93007
net band loss / B, with reflector: 0.04895
relative sensitivity to e: 0.06993
c2: 0.014388 m K
c2/(wavelength T): 11.650
reading, open wafer: 1261.38 K
reading error, open wafer: -38.62 K
reading, with reflector: 1297.64 K
reading error, with reflector: -2.36 K
e=0.3: e_eff 0.8955, error -12.20 K
e=0.5: e_eff 0.9524, error -5.42 K
e=0.9: e_eff 0.9945, error -0.62 K
calibrated at 0.7, used at 0.6, open: -16.98 K
same, with reflector: -1.29 K
disc solution, gap 5 mm, no hole: 0.97810
disc solution, gap 2.5 mm, no hole: 0.97880
ratio of their errors: 4.14
disc solution, gap 10 mm, no hole: 0.97505
disc solution, gap 10 mm, with hole: 0.97215
ray tracing, gap 10 mm, with hole: 0.97183
ray tracing standard error: 0.00016
edge and hole shift reading by: -0.78 K
mirror wafer, normal view: 0.6994
mirror wafer, tilted view: 0.9752
tilt angle: 11.3 degrees
mirror, normal view shifts reading by: -36.26 K
effective emissivity at R=0.90: 0.95890
ageing shifts reading by: -2.30 K
reflector emission, added J / B: 8.7e-14
lamp / wafer blackbody radiance: 741
lamp leak fraction for +1 K: 2.84e-05
optical thickness for that leak: 10.5
```
